\section*{Sheath Drop at an Insulating Wall in an Argon Plasma}

\section*{Problem}

An insulating film is exposed to a low-pressure argon plasma with electron temperature $T_e=3\,\mathrm{eV}$. Temperatures are energies throughout, $e>0$ is the elementary charge, and $m$ and $M$ are the electron and Ar$^+$ masses. The wall is planar. Electrons are Maxwellian; ions are cold and singly charged. The sheath contains no collisions or ionization, the wall emits no electrons, and there is no rf voltage across the sheath.

Let $V>0$ be the potential at the sheath edge minus that at the wall.

\begin{enumerate}
\item[(a)] Find the electron flux to the wall as a function of $V$.
\item[(b)] Show that ions enter the sheath at the Bohm speed $u_B=\sqrt{T_e/M}$.
\item[(c)] Show that the steady drop is about $14\,\mathrm{V}$, excluding the presheath, and that it is stable. Find the ion impact energy.
\item[(d)] For an edge density $n_s=3\times10^{10}\,\mathrm{cm^{-3}}$, find the sheath thickness and the wall charge.
\item[(e)] Estimate how far the neglected effects move the drop.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Electron flux}

Let $v$ be the velocity component towards the wall. An electron crosses the retarding sheath if $mv^2/2>eV$, that is, if $v>v_0=\sqrt{2eV/m}$. The other two components integrate to one, so
\begin{align}
\Gamma_e&=n_s\sqrt{\frac{m}{2\pi T_e}}\int_{v_0}^{\infty}v\,e^{-mv^2/2T_e}\,dv\nonumber\\
&=n_s\sqrt{\frac{m}{2\pi T_e}}\;\frac{T_e}{m}\,e^{-mv_0^2/2T_e}
=n_s\sqrt{\frac{T_e}{2\pi m}}\;e^{-eV/T_e}.
\label{eq:electrons}
\end{align}
With the mean speed $\bar v=\sqrt{8T_e/\pi m}$, the prefactor is $n_s\bar v/4$.

This uses a full Maxwellian at the edge, although electrons lost to the wall do not return. The approximation is good when $e^{-eV/T_e}\ll1$. Removing the missing electrons numerically, and correcting both the edge density and the Bohm speed, raises the final drop by about $0.005\,\mathrm V$.

\subsection*{(b) Ion speed at the sheath edge}

\paragraph{Lower bound.}
Let $x$ increase towards the wall, let $\phi=0$ at the edge, and define $\eta=-e\phi/T_e\geq0$. An ion entering with speed $u$ has local speed $v_i$, where
\[
\tfrac12Mv_i^2=\tfrac12Mu^2+T_e\eta,\qquad n_iv_i=n_su .
\]
With $K=u/u_B$, these relations give $n_i=n_s(1+2\eta/K^2)^{-1/2}$. The repelled electrons obey $n_e=n_se^{-\eta}$. Measure length in Debye lengths, $\lambda_D=\sqrt{\epsilon_0T_e/(n_se^2)}$. Poisson's equation, $\epsilon_0\phi''=-e(n_i-n_e)$, becomes
\begin{equation}
\eta''=\left(1+\frac{2\eta}{K^2}\right)^{-1/2}-e^{-\eta}.
\end{equation}
Multiply by $\eta'$ and integrate from the edge, where the field is negligible on the scale $T_e/(e\lambda_D)$:
\begin{equation}
\tfrac12\eta'^2=K^2\left[\sqrt{1+\frac{2\eta}{K^2}}-1\right]+e^{-\eta}-1 .
\label{eq:field}
\end{equation}
For small $\eta$, the bracketed term contributes $\eta-\eta^2/(2K^2)$ and the electron terms contribute $-\eta+\eta^2/2$. Hence
\[
\tfrac12\eta'^2\simeq\tfrac12\eta^2\left(1-\frac1{K^2}\right).
\]
The left side cannot be negative, so $K\geq1$. This is also sufficient: for $K\ge1$,
$1+2\eta/K^2\leq1+2\eta\leq e^{2\eta}$, which gives $n_i\geq n_e$ throughout the sheath.

\paragraph{Upper bound.}
The quasineutral presheath accelerates the ions. Let $n$ be its density and $\nu$ the ionization rate per electron, with new ions born at rest. Continuity and momentum balance for a single-speed ion fluid are
\[
(nu)'=\nu n,\qquad M(nu^2)'=-en\phi'=-T_en',
\]
where the last equality uses Boltzmann electrons, $en\phi'=T_en'$, and primes now denote derivatives in ordinary length. Expanding the momentum derivative gives
\[
u(nu)'+nuu'=\nu nu+nuu'=-u_B^2n'.
\]
Continuity also gives $n'=(\nu n-nu')/u$. Substitute this and multiply by $u/n$:
\[
\nu u^2+u^2u'=-u_B^2\nu+u_B^2u'.
\]
Therefore
\begin{equation}
u'=\nu\,\frac{1+u^2/u_B^2}{1-u^2/u_B^2}.
\end{equation}
Starting from rest, $u$ rises until its slope diverges at $u_B$. The quasineutral flow cannot continue past that point, so it delivers ions with $u\leq u_B$. The sheath requires $u\geq u_B$. In the limit of a sheath thin compared with the presheath, both conditions give $u=u_B$, and
\begin{equation}
\Gamma_i=n_su_B=n_s\sqrt{T_e/M}.
\label{eq:ions}
\end{equation}

\subsection*{(c) Floating drop and impact energy}

An insulator passes no steady current, so $\Gamma_e=\Gamma_i$ at each point of its surface. Equations \eqref{eq:electrons} and \eqref{eq:ions} give
\[
\sqrt{\frac{T_e}{2\pi m}}\,e^{-eV_s/T_e}=\sqrt{\frac{T_e}{M}}
\quad\Longrightarrow\quad
e^{eV_s/T_e}=\sqrt{\frac{M}{2\pi m}},
\]
and hence
\begin{equation}
\boxed{V_s=\frac{T_e}{2e}\ln\frac{M}{2\pi m}.}
\label{eq:drop}
\end{equation}
The density cancels. For argon, $M/m=72820$ and $M/(2\pi m)=11590$, whose logarithm is $9.358$. Thus
\[
V_s=\tfrac12(3.0\,\mathrm V)(9.358)=14.0\,\mathrm V .
\]

The speeds show the origin of this value. Here $\bar v=1.159\times10^8\,\mathrm{cm/s}$ and $u_B=2.692\times10^5\,\mathrm{cm/s}$. Without a barrier, the electron flux would be $\bar v/(4u_B)\approx108$ times the ion flux. A barrier of $4.68\,T_e/e$ removes this excess. At fixed ion mass the drop is proportional to $T_e$, so an error of $1\,\mathrm{eV}$ in $T_e$ moves it by $4.7\,\mathrm V$.

For stability, let $\sigma$ be the wall charge per area: $d\sigma/dt=e(\Gamma_i-\Gamma_e)$. If $V<V_s$, electrons arrive in excess, the wall becomes more negative and $V$ rises. If $V>V_s$, ions arrive in excess and $V$ falls. This argument holds the ion flux fixed.

At the edge an ion has directed energy $Mu_B^2/2=T_e/2=1.5\,\mathrm{eV}$. Its impact energy is therefore
\[
E_i=eV_s+\tfrac12T_e=14.0+1.5=15.5\,\mathrm{eV}.
\]
The $1.5\,\mathrm{eV}$ is not in general $e$ times the presheath potential drop. Adding the momentum equation's two gradients gives $n(u^2+u_B^2)=n_0u_B^2$, where $n_0$ is the central density. Thus $n_s=n_0/2$, and the potential drop in this fluid presheath is $(T_e/e)\ln2$. Ions born at different places also have different energies, a spread that the single-speed model omits. If each ion keeps the energy it has gained since birth in this presheath potential, the mean energy at the edge is
\[
\frac{T_e}{n_su_B}\int\ln\frac{n}{n_s}\,d(nu)=\left(\frac{\pi}{2}-1\right)T_e\approx1.7\,\mathrm{eV},
\]
where the integral runs from the center to the edge. The value $15.5\,\mathrm{eV}$ is thus that of the single-speed model; this mean would be about $0.2\,\mathrm{eV}$ higher. The estimate places freely falling ions in the fluid potential. A presheath solved consistently for freely falling ions has a drop of $0.854\,T_e/e$ and a mean edge energy of $2.1\,\mathrm{eV}$; its sheath drop is $0.4\,\mathrm V$ lower (see part (e)), so the mean impact energy is $15.8\,\mathrm{eV}$.

\subsection*{(d) Thickness, field and charge}

The given density yields $\lambda_D=0.0743\,\mathrm{mm}$. At $K=1$ the quadratic term in \eqref{eq:field} vanishes, leaving $\eta'^2/2\simeq\eta^3/3$. The distance back to small $\eta$ then grows as $\sqrt{6/\eta}$, so a thickness requires a cutoff. Starting where the potential has fallen by $0.30\,\mathrm V$, numerical integration of Poisson's equation to the wall gives $10.5\lambda_D=0.78\,\mathrm{mm}$. This is a scale only: cutoffs of $0.09\,\mathrm V$ and $0.9\,\mathrm V$ give $17\lambda_D$ and $6.7\lambda_D$. With the ion drag of part (e) the edge field is not negligible, and the distance from the $0.30\,\mathrm V$ point to the wall shrinks to about $7.6\lambda_D$.

At the wall, $\eta_w=4.679$, and \eqref{eq:field} gives
\[
E_w=\frac{T_e}{e\lambda_D}\sqrt{2\left(\sqrt{1+2\eta_w}+e^{-\eta_w}-2\right)}
=6.3\times10^{-4}\,\mathrm{MV/cm}.
\]
If there is no field behind the charged surface, Gauss's law gives $|\sigma|=\epsilon_0E_w=5.6\times10^{-5}\,\mathrm{\mu C/cm^2}$; the charge is negative. For a thin film on a conductor this value is the sum of the surface charge and the charge on the conductor's face: across $10\,\mathrm{nm}$ of oxide with relative permittivity $3.9$, only $0.16\,\mathrm{mV}$ already corresponds to an equal charge per area. The ion current density, $en_su_B=1.29\,\mathrm{mA/cm^2}$, would carry this amount in $43\,\mathrm{ns}$. That is a scale, not a computed charging time: ions need a comparable time, $\lambda_D/u_B\approx28\,\mathrm{ns}$, to cross one Debye length, so a steady sheath need not exist during charging.

\subsection*{(e) Conditions and corrections}

Each estimate below changes one assumption and keeps the others.

\paragraph{Cooled electron tail.}
Electrons that reach the wall come from the energetic tail, which inelastic collisions can deplete. Take a bulk excitation threshold of roughly $11.5\,\mathrm{eV}$. Subtracting $T_e/2$ as a rough presheath barrier (the fluid model above gives $0.69\,T_e$) puts the break at $E_*=10.0\,\mathrm{eV}$ at the sheath edge. Let the isotropic velocity distribution vary as $e^{-E/T_e}$ below $E_*$ and continue with an assumed tail temperature $T_t=2\,\mathrm{eV}$ above it.

Integrating the normal velocity over directions gives a flux proportional to $\int_{eV}^{\infty}(E-eV)f(E)\,dE$. For $eV>E_*$, this integral is
\[
T_t^2\exp\left[-\frac{E_*}{T_e}-\frac{eV-E_*}{T_t}\right],
\]
whereas the Maxwellian value at $V_s$ is $T_e^2e^{-eV_s/T_e}$. If the small changes in normalization and Bohm speed are ignored, equating them yields
\[
eV=E_*+T_t\left[\frac{eV_s-E_*}{T_e}+2\ln\frac{T_t}{T_e}\right]\approx11.1\,\mathrm{eV}.
\]
Numerical quadrature including both changes gives $11.2\,\mathrm V$, a shift of $-2.9\,\mathrm V$. With the $8.3\,\mathrm{mm}$ ion mean free path found below and a half-gap of $2$ to $10\,\mathrm{cm}$, drag raises the fluid presheath barrier to $0.9$--$1.35\,T_e$, which lowers $E_*$ and makes the shift $-3.3$ to $-3.6\,\mathrm V$. The 14 V result therefore depends on the tail being Maxwellian, not merely on a bulk temperature of $3\,\mathrm{eV}$.

\paragraph{Electron emission.}
Let each arriving electron release $\delta$ electrons and each ion release $\gamma$. Zero current requires
\[
\Gamma_e-\delta\Gamma_e-\gamma\Gamma_i=\Gamma_i,
\qquad
\Delta V=-\frac{T_e}{e}\ln\frac{1+\gamma}{1-\delta}.
\]
For assumed yields $\delta=0.3$ and $\gamma=0.1$, the shift is $-1.4\,\mathrm V$. The space charge of emitted electrons is neglected, so the formula cannot be used as $\delta$ approaches one.

\paragraph{Residual rf voltage.}
If the sheath voltage is $V+V_1\cos\omega t$ and ions respond to its mean, averaging the electron flux multiplies it by $I_0(eV_1/T_e)$, the modified Bessel function. The mean drop rises by $(T_e/e)\ln I_0(eV_1/T_e)$, or $0.7\,\mathrm V$ for $V_1=3\,\mathrm V$. For $eV_1\gg T_e$, $I_0(a)\simeq e^a/\sqrt{2\pi a}$, and the rise approaches $V_1-(T_e/2e)\ln(2\pi eV_1/T_e)$. A strongly rf-driven sheath can thus have a mean drop far above 14 V.

\paragraph{Ion collisions and temperature.}
At $5\,\mathrm{mTorr}$ and $400\,\mathrm K$, a rough cross section of $10^{-14}\,\mathrm{cm^2}$ gives a mean free path $\lambda_i=8.3\,\mathrm{mm}$. With collisional drag, $uu'=eE/M-u^2/\lambda_i$. The estimate needs a nonzero edge field. Take $eE=T_e/\lambda_D$, the field scale of the sheath itself, which is stronger than the negligible edge field assumed in part (b), and equate the fractional density gradients of ions and electrons:
\[
-\frac{eE}{Mu^2}+\frac1{\lambda_i}=-\frac{eE}{T_e}
\quad\Longrightarrow\quad
u=\frac{u_B}{\sqrt{1+\lambda_D/\lambda_i}}.
\]
The slower ions raise the drop by $(T_e/2e)\ln(1+\lambda_D/\lambda_i)=0.01\,\mathrm V$. A weaker edge field replaces $\lambda_D$ in this formula by $T_e/(eE)$ and gives a larger rise, $0.13\,\mathrm V$ for a field ten times weaker. The field at the $0.30\,\mathrm V$ cutoff of part (d), $0.024\,T_e/(e\lambda_D)$, would give $0.5\,\mathrm V$. The number thus reflects where the edge is placed: integrating Poisson's equation with drag through the presheath gives $13.99\,\mathrm V$ from the point where $u=u_B$ to the wall, slightly below $V_s$. For all these choices the shift is at most about half a volt. The sheath is $0.09$ mean free paths thick, so some ions lose energy in it even though the drop barely changes.

For warm ions, each group entering with velocity $v$ has a density proportional to $(1+2T_e\eta/Mv^2)^{-1/2}\simeq1-T_e\eta/(Mv^2)$. Averaging over the groups at the edge and matching the electrons' $1-\eta$ gives the marginal sheath condition $\langle v^{-2}\rangle=M/T_e$. A flat velocity distribution on $u\pm w$ has $\langle v^{-2}\rangle=1/(u^2-w^2)$ and $T_i=Mw^2/3$, hence $u^2=(T_e+3T_i)/M$. With ions at the gas temperature, the drop would fall by $0.05\,\mathrm V$. The spread at the edge is set mainly by the presheath, however, and is much larger. Solving the quasineutral presheath kinetically gives an ion flux of $1.14\,n_su_B$ for freely falling ions born at rest and about $1.25\,n_su_B$ when charge exchange dominates. These lower the drop by $0.4\,\mathrm V$ and about $0.7\,\mathrm V$.

\paragraph{Relation to a deposition reactor.}
The chosen density, pressure and temperature are rough values for a low-pressure inductively coupled reactor. Some plasma-enhanced deposition runs at much higher pressure. At $100\,\mathrm{mTorr}$, with the other parameters fixed, $\lambda_i$ would be $0.41\,\mathrm{mm}$, shorter than the sheath, and $15.5\,\mathrm{eV}$ would no longer describe a typical impact. Among the low-pressure estimates above, and for the assumed tail temperature and yields, tail cooling and emission matter most, lowering the drop by volts; the ion velocity spread from the presheath lowers it by a further $0.4$ to $0.7\,\mathrm V$. Reactive gases that form negative ions need a different edge condition.

The film must also remain insulating: its leakage must be much smaller than $1.29\,\mathrm{mA/cm^2}$. If a conductor beneath a $10\,\mathrm{nm}$ film were held at the sheath-edge potential, the full drop would produce $14\,\mathrm{MV/cm}$ in the film. This exceeds a rough oxide breakdown scale of $10\,\mathrm{MV/cm}$, so the assumed floating surface could not be relied upon. A conductor that floats close to the surface potential avoids this large field.
